# Heavy-Hole Masses and Warping in Silicon from Luttinger Parameters

## Problem

Near the top of the valence band of unstrained silicon, four states of angular momentum $J=3/2$ meet at $k=0$. Count the hole energy as positive from the band edge, and write $E=(\hbar^2/2m_0)\,\varepsilon$, with $m_0$ the free-electron mass. To second order in $k$, $\varepsilon$ is an eigenvalue of the Luttinger matrix

$$H=\left(\gamma_1+\tfrac52\gamma_2\right)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\},$$

where $\{A,B\}=(AB+BA)/2$, the $J_i$ are the spin-3/2 matrices (in units of $\hbar$), and $x,y,z$ are the cubic axes. Take as given the model parameters $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$, chosen to resemble silicon.

Define the mass along a unit vector $\mathbf n$ by $E(k\mathbf n)=\hbar^2k^2/2m(\mathbf n)$.

1. Find the heavy-hole mass along [100], [110] and [111].
2. Show that the [111] mass is more than twice the [100] mass, and that warping, the dependence of the energy on the direction of $\mathbf k$, is responsible.
3. The split-off band lies roughly $\Delta=44$ meV away and is missing from $H$. Decide which of the three masses survive when it is restored.

## Hints

**Hint 1.** Subtract $\gamma_1k^2$ from $H$. The remainder $D$ has zero trace. Compute $D^2$ before trying to diagonalize anything.

**Hint 2.** The five combinations $\{J_y,J_z\}$, $\{J_z,J_x\}$, $\{J_x,J_y\}$, $J_x^2-J_y^2$ and $J_z^2-5/4$, suitably scaled, square to one and anticommute.

**Hint 3.** All dependence on direction enters through $S=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$. Find its range.

**Hint 4.** For the third question, return to three $p$ orbitals with spin. In the principal axes of the orbital matrix, the spin-orbit term can be made a matrix whose elements are all equal.

## Solution

### The five matrices

Order the states as $m=3/2,1/2,-1/2,-3/2$. The raising operator $J_+=J_x+iJ_y$ has elements $\sqrt3,2,\sqrt3$ just above the diagonal, so $J_+^2$ connects $-1/2$ to $3/2$ and $-3/2$ to $1/2$, each with element $2\sqrt3$. Define

$$\Gamma_1=\tfrac{2}{\sqrt3}\{J_y,J_z\},\quad \Gamma_2=\tfrac{2}{\sqrt3}\{J_z,J_x\},\quad \Gamma_3=\tfrac{2}{\sqrt3}\{J_x,J_y\},$$

$$\Gamma_4=\tfrac{1}{\sqrt3}(J_x^2-J_y^2),\qquad \Gamma_5=J_z^2-\tfrac54 .$$

Label the four states by two two-valued indices, in the order $(\uparrow\uparrow),(\uparrow\downarrow),(\downarrow\uparrow),(\downarrow\downarrow)$. Let the Pauli matrices $\tau$ act on the first index and $\sigma$ on the second.

- $J_x^2-J_y^2=(J_+^2+J_-^2)/2$, so $\Gamma_4$ has elements 1 between states 1 and 3 and between 2 and 4: $\Gamma_4=\tau_x$.
- $\{J_x,J_y\}=(J_+^2-J_-^2)/4i$, so the corresponding upper elements of $\Gamma_3$ are $-i$: $\Gamma_3=\tau_y$.
- $J_z^2-5/4$ is diagonal with entries $1,-1,-1,1$: $\Gamma_5=\tau_z\sigma_z$.
- In $\{J_z,J_x\}$, the element between $m$ and $m+1$ is that of $J_x$ times the average $m+\tfrac12$. The three elements are $\sqrt3/2,\,0,\,-\sqrt3/2$, so $\Gamma_2=\tau_z\sigma_x$. With $J_y$ in place of $J_x$, $\Gamma_1=\tau_z\sigma_y$.

Each product squares to one. The three matrices containing $\tau_z$ anticommute with each other through $\sigma$, and with $\tau_x$ and $\tau_y$ through $\tau$. Finally, $\tau_x$ and $\tau_y$ anticommute. Hence $\{\Gamma_a,\Gamma_b\}=\delta_{ab}$.

### The remainder and its square

From $J_x^2+J_y^2+J_z^2=15/4$ and the definitions of $\Gamma_4$ and $\Gamma_5$,

$$J_z^2=\tfrac54+\Gamma_5,\qquad J_{x}^2=\tfrac54-\tfrac12\Gamma_5+\tfrac{\sqrt3}{2}\Gamma_4,\qquad J_{y}^2=\tfrac54-\tfrac12\Gamma_5-\tfrac{\sqrt3}{2}\Gamma_4 .$$

Therefore

$$\sum_ik_i^2J_i^2=\tfrac54k^2+q_4\Gamma_4+q_5\Gamma_5,$$

$$q_4=\tfrac{\sqrt3}{2}(k_x^2-k_y^2),\qquad q_5=k_z^2-\tfrac12(k_x^2+k_y^2).$$

Multiplied by $-2\gamma_2$, the first term gives $-\tfrac52\gamma_2k^2$, which cancels the same term in $H$. In the last part of $H$, each $\{J_i,J_j\}$ is $\sqrt3/2$ times a $\Gamma$ matrix. Thus $H=\gamma_1k^2+D$ with

$$D=-2\left[\gamma_2(q_4\Gamma_4+q_5\Gamma_5)+\sqrt3\,\gamma_3(k_yk_z\Gamma_1+k_zk_x\Gamma_2+k_xk_y\Gamma_3)\right].$$

All cross terms in $D^2$ vanish by anticommutation. With $T=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$,

$$D^2=4\left[\gamma_2^2(q_4^2+q_5^2)+3\gamma_3^2T\right].$$

The two squares are

$$q_4^2=\tfrac34(k_x^4-2k_x^2k_y^2+k_y^4),$$

$$q_5^2=k_z^4-k_z^2(k_x^2+k_y^2)+\tfrac14(k_x^4+2k_x^2k_y^2+k_y^4).$$

Their sum is $k_x^4+k_y^4+k_z^4-T$. Since $k^4=k_x^4+k_y^4+k_z^4+2T$, this equals $k^4-3T$, and

$$D^2=4\left[\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)T\right].$$

This is a number times the unit matrix, so every eigenvalue of $D$ is plus or minus its square root. The trace of $D$ is zero, so each sign occurs twice. For a given $k$ the heavy hole has the smaller hole energy, which selects the minus sign. With $T=k^4S$,

$$\frac{m_0}{m(\mathbf n)}=\gamma_1-2\sqrt{\gamma_2^2+3(\gamma_3^2-\gamma_2^2)S}.$$

The mass is a radial one. The square root makes the energy proportional to $k^2$ along each ray, but not in general a quadratic polynomial in the components of $\mathbf k$. For the parameters given, no single inverse-mass tensor therefore reproduces the mass in every direction.

### The three masses

For [100], $S=0$ and the root is $\gamma_2$:

$$\frac{m_0}{m_{100}}=\gamma_1-2\gamma_2=4.3-0.68=3.62,\qquad m_{100}=0.276\,m_0.$$

For [110], $n_x^2=n_y^2=1/2$, so $S=1/4$. Twice the root is $2\sqrt{\gamma_2^2/4+3\gamma_3^2/4}=\sqrt{\gamma_2^2+3\gamma_3^2}$:

$$\frac{m_0}{m_{110}}=4.3-\sqrt{0.1156+6.3075}=1.766,\qquad m_{110}=0.566\,m_0.$$

For [111], every $n_i^2=1/3$, so $S=1/3$ and the root is $\gamma_3$:

$$\frac{m_0}{m_{111}}=\gamma_1-2\gamma_3=4.3-2.90=1.40,\qquad m_{111}=0.714\,m_0.$$

In SI units, the first and last are $2.52\times10^{-31}$ kg and $6.51\times10^{-31}$ kg.

### The ratio and its cause

The ratio requested is

$$\frac{m_{111}}{m_{100}}=\frac{\gamma_1-2\gamma_2}{\gamma_1-2\gamma_3}=\frac{3.62}{1.40}=2.59>2.$$

These two directions are the extremes. Squaring $\sum_in_i^2=1$ gives $S=(1-\sum_in_i^4)/2$. The sum of fourth powers is at most 1, reached on a cube axis, and at least $1/3$, reached when all $n_i^2$ are equal. So $0\le S\le1/3$. For $\gamma_3>\gamma_2>0$ the mass grows with $S$, which makes [100] the lightest and [111] the heaviest direction of this four-band model.

If $\gamma_3$ is lowered to $\gamma_2$ with $\gamma_1$ and $\gamma_2$ held, the coefficient of $S$ vanishes. The mass is then $0.276\,m_0$ in every direction and the ratio is 1. The whole excess over 1 thus comes from $\gamma_3\ne\gamma_2$. The small denominator amplifies it: raising the subtracted term from 0.68 to 2.90 removes more than half of 3.62.

One may instead replace both parameters by the average $(2\gamma_2+3\gamma_3)/5=1.006$. This gives an isotropic mass of $1/(4.3-2.012)=0.437$ in units of $m_0$. That single number is 58 % above the [100] mass and 39 % below the [111] mass, relative to each of them.

### Restoring the split-off band

The $J=3/2$ states come from three $p$ orbitals with spin. Let the orbital matrix, in the same units as $H$, have diagonal elements $(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2$ and off-diagonal elements $6\gamma_3k_ik_j$.

To see that this contains $H$, use the orbital angular momentum $L=1$, for which $|i\rangle\langle i|=1-L_i^2$ and $|i\rangle\langle j|+|j\rangle\langle i|=-2\{L_i,L_j\}$ when $i\neq j$. Within $J=3/2$, the Wigner–Eckart theorem makes the quadrupole operators of $L$ proportional to those of $J$. The state $m=3/2$ has $L_z^2-2/3=1/3$ and $J_z^2-5/4=1$, so the factor is $1/3$. The diagonal part becomes $\gamma_1k^2-2\gamma_2\sum_ik_i^2(J_i^2-5/4)$, and each off-diagonal pair becomes $-4\gamma_3k_ik_j\{J_i,J_j\}$. This is $H$.

The spin-orbit term in hole energy is $(\Delta/3)(1-\mathbf L\cdot\boldsymbol\sigma)$. Since $\mathbf L\cdot\boldsymbol\sigma$ is 1 for $J=3/2$ and $-2$ for $J=1/2$, it puts the two multiplets at 0 and $\Delta$.

Now take the principal axes 1, 2, 3 of the orbital matrix, for both orbitals and spin, and call its eigenvalues $a_ik^2$. The states $|1\uparrow\rangle,|2\uparrow\rangle,|3\downarrow\rangle$ couple among themselves alone; their time-reversed partners form an identical set. With $(L_i)_{jk}=-i\epsilon_{ijk}$, the elements of $\mathbf L\cdot\boldsymbol\sigma$ are $-i$ for the pair 12, $1$ for 13 and $-i$ for 23. Replacing the second state by $-i|2\uparrow\rangle$ and the third by $-|3\downarrow\rangle$ turns all three into $-1$. The diagonal elements are zero, so $1-\mathbf L\cdot\boldsymbol\sigma$ is the matrix with every element equal to 1. With $t=\hbar^2k^2/2m_0$, the amplitudes $c_i$ obey

$$(ta_i-E)c_i+\frac{\Delta}{3}\sum_jc_j=0.$$

**[100] and [111].** The two lowest $a_i$ are equal: $\gamma_1-2\gamma_2$ for [100] and $\gamma_1-2\gamma_3$ for [111]. Opposite amplitudes on these two states make $\sum_jc_j=0$, so $E=ta_i$ is a solution for every $\Delta$. It is the lowest one, because the spin-orbit matrix has no negative eigenvalue. Both masses, and their ratio of 2.59, survive unchanged within this six-band model.

**[110].** The three values differ:

$$a_1=\gamma_1+\gamma_2-3\gamma_3=0.29,\quad a_2=\gamma_1-2\gamma_2=3.62,\quad a_3=\gamma_1+\gamma_2+3\gamma_3=8.99.$$

Now $\sum_jc_j\ne0$. Solving for each $c_i$ and adding gives

$$\sum_i\frac{1}{E-ta_i}=\frac{3}{\Delta}.$$

Write $E=tx$, so that $\sum_i(x-a_i)^{-1}=3t/\Delta$. Between $a_1$ and $a_2$ the left side falls steadily from $+\infty$ to $-\infty$. As $t$ grows from zero, $x$ therefore falls from the four-band value $g=m_0/m_{110}=1.766$ towards $a_1=0.29$, and the mass $m_0/x$ rises. The [110] mass of $0.566\,m_0$ thus survives only as the limit $k\to0$, not at finite $k$. Linearizing about $g$ gives, at small $k$,

$$E\approx gt-\frac{W^2t^2}{\Delta},\qquad W^2=\frac{3}{\sum_i(g-a_i)^{-2}}=3.90,\qquad W=1.97.$$

This is second-order repulsion by a band at distance $\Delta$, through a coupling $Wt$. Relative to $gt$, the leading correction is $W^2E/(g^2\Delta)=1.25\,E/\Delta$. It reaches 10 % at a hole energy of only about 3.5 meV.

At $E=k_BT=25.85$ meV, for 300 K, the expansion fails, because its two terms together never exceed $g^2\Delta/4W^2=8.8$ meV. The full equation is needed. Its solution is $k=1.087$ nm$^{-1}$. With $\hbar^2/2m_0=0.0381$ eV nm$^2$, $t=45.0$ meV, and the three terms on the left are $0.0781-0.0073-0.0026=0.0682$ meV$^{-1}$, in agreement with $3/44$. The mass is $m_0t/E=1.74\,m_0$, about three times the band-edge value. This mass relates energy to wave vector. The group velocity $v$ follows instead from the slope

$$\frac{dE}{dt}=\frac{\sum_ia_i(E-ta_i)^{-2}}{\sum_i(E-ta_i)^{-2}}=0.329,$$

which gives $\hbar k/v=m_0/0.329=3.04\,m_0$. In a band that is not parabolic the two differ. At this energy [110] is heavier than [111], so the ordering of directions found above belongs to the band edge. The value 1.74 is specific to the parameters given, because $a_1=0.29$ is a small difference of larger numbers. Raising $\gamma_1$ and lowering $\gamma_3$ by 5 % each brings this mass down to about $0.8\,m_0$.

## Variation 1: how much warping is needed?

**Question.** For which parameters does the ratio exceed 2, and does the result survive errors of 5 % in the parameters?

**Solution.** Assume $\gamma_3>\gamma_2>0$. A positive [111] mass requires $\gamma_1>2\gamma_3$. Multiplying by this positive denominator, $\gamma_1-2\gamma_2>2(\gamma_1-2\gamma_3)$ becomes

$$2\gamma_3<\gamma_1<4\gamma_3-2\gamma_2.$$

Here the limits are 2.90 and 5.12, and 4.3 lies between them. With $\gamma_1$ and $\gamma_2$ held, the ratio equals 2 at $\gamma_3=(\gamma_1+2\gamma_2)/4=1.245$, about 14 % below the value used. A cubic crystal with weaker warping need not satisfy the inequality.

The ratio rises with $\gamma_3$ and falls with $\gamma_2$. It also falls with $\gamma_1$, since its derivative has the sign of $\gamma_2-\gamma_3$. The least favourable 5 % shifts are therefore $\gamma_1$ and $\gamma_2$ up and $\gamma_3$ down:

$$\frac{4.515-0.714}{4.515-2.755}=2.16.$$

The opposite shifts give 3.31. The factor of two survives, but even the first digit of 2.59 depends on the parameter set.

## Variation 2: a hole in a surface well

**Question.** A hole is held against a hard wall at $z=0$ by a uniform field $F=0.5$ MV/cm, a rough value for a strong inversion layer. Find the lowest level at zero in-plane wave vector for wafer normals [100], [110] and [111].

**Solution.** With $\mathbf k$ along the normal, $H$ is $k^2$ times a constant matrix. Its heavy-hole eigenvector does not depend on $k$, so in the four-band model the heavy hole obeys a one-component equation:

$$-\frac{\hbar^2}{2m}\psi''+eFz\,\psi=E\psi,\qquad\psi(0)=0.$$

Set $z=\ell s+E/eF$ with $\ell^3=\hbar^2/(2meF)$. The equation becomes $\psi''=s\psi$, now with derivatives in $s$, and its decaying solution is the Airy function $\mathrm{Ai}(s)$. The wall at $s=-E/(eF\ell)$ must be a zero of $\mathrm{Ai}$. The first has magnitude $|a_1^{\rm Ai}|=2.338$, so

$$E_1=2.338\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.$$

For [100], $eF=0.05$ eV/nm and the bracket is $0.0381\times3.62\times0.0025=3.45\times10^{-4}$ eV$^3$. Its cube root is 0.0701 eV, and $E_1=164$ meV. The same formula gives 129 meV for [110] and 119 meV for [111]. A heavier mass along the normal lowers the level, but only as $m^{-1/3}$.

These energies are well above $\Delta$, so the split-off band must be examined again. For [100] and [111] the decoupled solution remains the lowest, and the levels do not move. For [110], numerical diagonalization of the six-band well gives 83.5 meV. The four-band level is about 46 meV too high, which is more than half of the six-band value. The sign follows from the variational principle: the four-band model confines the trial states to $J=3/2$. A lower bound comes from dropping the non-negative spin-orbit term and replacing every $a_i$ by $a_1=0.29$, which gives 71 meV. The six-band value lies between the two bounds. The order of the wafers also changes: [110], not [111], now has the lowest level.

The [110] level is sensitive to the parameters through the small $a_1$. Raising $\gamma_1$ and lowering $\gamma_3$ by 5 % each moves it to about 108 meV. The opposite shifts make $a_1$ negative, and the six-band model, cut off at order $k^2$, then has no lowest level at all. The value 83.5 meV therefore belongs to this parameter set and is not a prediction for silicon.

**Comparison with a real transistor.** The band parameters, splitting and field are rough values in the range of a silicon $p$-channel device, but the levels are those of an idealized well. The only omission sized here is that of the split-off band, which moves the [110] level by about 46 meV at this field. A real oxide barrier is finite, which lowers the levels; the field weakens with depth as the holes screen it; and a channel may be strained. Strain that distorts the cubic shape adds terms independent of $k$ to $D$, so the eigenvalues of $D$ are no longer proportional to $k^2$. These effects are not sized here, nor are the temperature dependence of the parameters and the terms beyond $k^2$ from more distant bands. The masses found above relate energy to wave vector along the stated direction; for [110] they give the velocity only near the band edge. The masses are neither density-of-states masses nor channel mobilities, which also require the in-plane bands and, for mobility, the scattering. The numerical output below lists the parameters and the main results.

## Calculated quantities

```
Luttinger parameters g1, g2, g3 (rough): 4.3, 0.34, 1.45
split-off energy Delta (rough): 44 meV
hbar^2/2m0: 0.03810 eV nm^2
[100] S: 0.0000; root: 0.3400; m0/m: 3.6200
[100] heavy-hole mass: 0.2762 m0
[110] S: 0.2500; root: 1.2672; m0/m: 1.7656
[110] heavy-hole mass: 0.5664 m0
[111] S: 0.3333; root: 1.4500; m0/m: 1.4000
[111] heavy-hole mass: 0.7143 m0
heavy-hole mass in kg, [100]: 2.516e-31 kg
heavy-hole mass in kg, [111]: 6.507e-31 kg
ratio m[110]/m[100]: 2.050
ratio m[111]/m[100]: 2.586
upper limit of g1 for ratio > 2, 4 g3 - 2 g2: 5.120
critical g3 for ratio 2 (g1, g2 held): 1.2450
isotropic mass at g3 = g2: 0.2762 m0
spherical average of g2 and g3: 1.0060
isotropic mass with that average: 0.4371 m0
ratio range, each g shifted by 5 %: 2.16 to 3.31
thermal energy at 300 K: 25.85 meV
[100] split-off coupling W: 0.0000
[100] six-band k at kT: 0.433 1/nm; mass: 0.2762 m0
[110] split-off coupling W: 1.9749
[110] six-band k at kT: 1.087 1/nm; mass: 1.7408 m0
[111] split-off coupling W: 0.0000
[111] six-band k at kT: 0.696 1/nm; mass: 0.7143 m0
[110] mass increase at kT: 207.4 %
surface field (rough): 0.5 MV/cm
first Airy zero, magnitude: 2.3381
[100] well level, four-band: 164.0 meV; six-band: 164.0 meV
[110] well level, four-band: 129.1 meV; six-band: 83.5 meV
[111] well level, four-band: 119.5 meV; six-band: 119.5 meV
[110] four-band level too high by: 45.5 meV
```
